ELF from the Pauli Kinetic Energy Density and the Meta-GGA Variable α

**1. Definitions and conventions**

Consider N electrons described by one Slater determinant, either of Hartree-Fock or of Kohn-Sham orbitals. The orbitals of spin σ are ψ_i(r), orthonormal and singly occupied. There is no magnetic field, and m is the electron mass. For each spin define the density, the kinetic energy density and the Weizsäcker kinetic energy density:

n_σ = Σ_i |ψ_i|²

τ_σ = (ħ²/2m) Σ_i |∇ψ_i|²

τ_W,σ = ħ² |∇n_σ|² / (8m n_σ)

Sums over i and j run over the occupied orbitals of spin σ. The difference τ_σ − τ_W,σ is the Pauli kinetic energy density; section 5 explains the name. Symbols without a spin label refer to the total density: n = n↑ + n↓, τ = τ↑ + τ↓, and τ_W = ħ²|∇n|²/(8m n). Note that τ_W is built from n and is not defined as a sum over spins.

The uniform electron gas supplies the reference values

τ_unif,σ = (3/10)(6π²)^(2/3) (ħ²/m) n_σ^(5/3)

τ_unif = (3/10)(3π²)^(2/3) (ħ²/m) n^(5/3)

The first belongs to one spin component, the second to an unpolarised gas of total density n. The meta-GGA variable is

α = (τ − τ_W)/τ_unif.

The electron localisation function, ELF, is defined through pair probabilities. Let P(r, s) be the probability density for finding a second electron of spin σ at r + s when one of spin σ is at r. It counts all the other electrons of that spin, so its integral over s is their number rather than one. Averaged over the directions of s, it starts as C_σ(r) s² at small s. Let C_gas be the same coefficient in a uniform gas with the local density n_σ(r). Then

ELF_σ = 1/[1 + (C_σ/C_gas)²].

Squaring the ratio and mapping it to the interval from 0 to 1 are conventions. What has to be derived is the ratio itself.

The claims, at points where the density is not zero, are these. First, τ_σ − τ_W,σ ≥ 0. Second, if the orbitals carry no net current, C_σ/C_gas = (τ_σ − τ_W,σ)/τ_unif,σ. Third, if in addition both spins occupy the same spatial orbitals, as in a closed shell, ELF = 1/(1 + α²) with the total-density α.

**2. The same-spin pair probability**

Expand the determinant along the coordinates of two electrons, both with spin σ, at r and r′. Each term is a two-electron determinant

D_ij = ψ_i(r)ψ_j(r′) − ψ_j(r)ψ_i(r′)

times a determinant of the remaining N − 2 electrons. The latter are orthogonal for different pairs (i,j), since they contain different sets of orthonormal orbitals, so integrating over the other electrons removes all cross terms. Written without its normalising factor, each has squared norm (N−2)!. The full determinant carries 1/N! in its square, and the pair density counts N(N−1) ordered pairs. These factors multiply to one:

N(N−1)(N−2)!/N! = 1.

The pair density is therefore Σ_{i<j}|D_ij|². Since D_ii = 0 and |D_ij| = |D_ji|, it is also half the unrestricted sum. Dividing by the density at r gives the conditional probability

P = [1/(2n_σ(r))] Σ_ij |D_ij|².

Multiplying out the square gives the equivalent form

P = n_σ(r′) − |γ_σ(r,r′)|²/n_σ(r), with γ_σ(r,r′) = Σ_i ψ_i(r)ψ_i*(r′).

The two squared terms each sum to n_σ(r)n_σ(r′), and the cross terms sum to −2|γ_σ|².

Now put r′ = r + s, at a point where the orbitals are smooth, hence away from a nuclear cusp. With ψ_j(r+s) = ψ_j + s·∇ψ_j + O(s²), the terms without s cancel by antisymmetry:

D_ij = s·A_ij + O(s²), A_ij = ψ_i∇ψ_j − ψ_j∇ψ_i.

This is the Pauli principle at short range: the amplitude vanishes linearly and the probability quadratically. To average over directions, use ⟨s_a s_b⟩ = s²δ_ab/3, where a and b label Cartesian components. Then ⟨|s·A_ij|²⟩ = s²|A_ij|²/3. Terms of order s³ are odd under s → −s and average to zero. Hence

⟨P⟩ = [s²/(6n_σ)] Σ_ij |A_ij|² + O(s⁴),

C_σ = [1/(6n_σ)] Σ_ij |A_ij|².

**3. The pair sum is a kinetic energy density**

Expand the square, with a dot for the product of vectors:

|A_ij|² = |ψ_i|²|∇ψ_j|² + |ψ_j|²|∇ψ_i|² − 2 Re[(ψ_i∇ψ_i*)·(ψ_j*∇ψ_j)].

Define F = Σ_j ψ_j*∇ψ_j. In the double sum each of the first two terms gives n_σ Σ_i|∇ψ_i|². The last factorises into −2F*·F. Therefore

Σ_ij |A_ij|² = 2n_σ Σ_i |∇ψ_i|² − 2|F|².

This is Lagrange's identity. The real and imaginary parts of F have direct meanings. Differentiating the density gives ∇n_σ = F + F*, so Re F = ½∇n_σ. The particle current density is j_σ = (ħ/m) Im F. Thus

|F|² = ¼|∇n_σ|² + m²|j_σ|²/ħ².

Solve Lagrange's identity for Σ_i|∇ψ_i|² and multiply by ħ²/2m:

τ_σ = [ħ²/(4m n_σ)] Σ_ij|A_ij|² + [ħ²/(2m n_σ)] |F|².

In the last term the density-gradient part is ħ²|∇n_σ|²/(8m n_σ) = τ_W,σ. The current part is m|j_σ|²/(2n_σ). So

τ_σ − τ_W,σ = [ħ²/(4m n_σ)] Σ_ij|A_ij|² + m|j_σ|²/(2n_σ).   (1)

**4. Nonnegativity and the case of equality**

Both terms on the right of (1) are sums of squares with positive prefactors, so τ_σ − τ_W,σ ≥ 0 wherever n_σ > 0. The argument is pointwise. It used neither a Schrödinger equation for the orbitals nor their orthogonality; orthonormality entered only in the pair probability.

The same algebra, with the sum taken over all occupied orbitals of both spins, proves τ − τ_W ≥ 0 for the total density. In that sum the pairs of opposite spin are only an algebraic device and have no role in the same-spin probability.

Without current, equality at a point requires every A_ij to vanish there. Since n_σ > 0, some orbital ψ_k is nonzero, and A_kj = 0 gives

∇ψ_j = ψ_j (∇ψ_k/ψ_k) for every j.

All orbitals that are nonzero at the point then have the same relative gradient, and any orbital that vanishes there also has zero gradient. Conversely, this condition makes every A_ij zero. A single real orbital satisfies it everywhere. So does a two-electron closed shell with one real orbital, since each spin then has one orbital.

The choice of kinetic energy density matters. Another density with the same integral, for orbitals that vanish at infinity, is

τ_L = −(ħ²/2m) Re Σ_i ψ_i*∇²ψ_i.

Since ∇²n_σ = 2Σ_i|∇ψ_i|² + 2 Re Σ_i ψ_i*∇²ψ_i, it follows that

τ_L = τ_σ − (ħ²/4m)∇²n_σ.

For one real orbital τ_σ = τ_W,σ, so τ_L − τ_W,σ = −(ħ²/4m)∇²n_σ. This is negative wherever the density has a positive Laplacian. The bound belongs to the positive form of τ defined in section 1.

**5. Why the difference is named after Pauli**

Suppose that N particles could all occupy one real orbital φ = √(n/N), as bosons can. Their density is Nφ² = n. Their kinetic energy density is

N(ħ²/2m)|∇φ|² = (ħ²/2m)|∇√n|² = ħ²|∇n|²/(8m n) = τ_W,

where ∇√n = ∇n/(2√n) was used. By the inequality just proved, no set of orbitals giving the density n has a smaller τ at any point. The excess τ − τ_W is the local kinetic cost of using the actual orbitals instead of one common orbital, at fixed density. For electrons of one spin, the exclusion principle forbids the common orbital as soon as there are two of them.

The comparison fixes the density, not the external potential. Bosons placed in the potential of the molecule would in general have a different density.

**6. From the pair probability to α_σ**

Set j_σ = 0. This holds for real orbitals, and also for complex ones whose currents cancel. Equation (1) gives

Σ_ij|A_ij|² = (4m n_σ/ħ²)(τ_σ − τ_W,σ).

Insert this into C_σ. The density cancels, and 4/6 = 2/3:

C_σ = (2m/3ħ²)(τ_σ − τ_W,σ).   (2)

The Pauli kinetic energy density is thus, up to a universal constant, the curvature of the same-spin pair probability. A small value means that a second electron of the same spin is unlikely to be found at distances short enough for the s² term to dominate; the coefficient alone says nothing about larger distances. This links the pair-probability definition of ELF to kinetic energy densities.

If there is a current, (1) shows that m|j_σ|²/(2n_σ) must first be subtracted:

C_σ = (2m/3ħ²)[τ_σ − τ_W,σ − m|j_σ|²/(2n_σ)].

Nonnegativity of τ_σ − τ_W,σ survives, but its identification with the pair curvature does not. A single complex orbital with a current shows the difference: its pair probability is zero, while its τ_σ − τ_W,σ is positive.

Now the reference. In the uniform gas all plane waves with k < k_F are filled, so

n_σ = (4π/3)k_F³/(2π)³ = k_F³/(6π²).

The kinetic energy density is

τ_unif,σ = (ħ²/2m)∫_{k<k_F} k² d³k/(2π)³ = (ħ²/2m) k_F⁵/(10π²) = (3/5)(ħ²k_F²/2m) n_σ.

With k_F = (6π²n_σ)^(1/3) this is the expression in section 1. The density is uniform, and the currents of k and −k cancel, so (2) applies with τ_W,σ = 0:

C_gas = (2m/3ħ²)τ_unif,σ = n_σk_F²/5.

The pair function confirms the factor. Integrating plane waves over the Fermi sphere gives, with x = k_F s,

|γ_σ|/n_σ = 3|sin x − x cos x|/x³ = 1 − x²/10 + O(x⁴).

Then P = n_σ[1 − (1 − x²/10)²] + O(x⁴) = n_σk_F²s²/5 + O(s⁴), as required.

The universal constant 2m/3ħ² cancels in the ratio:

C_σ/C_gas = (τ_σ − τ_W,σ)/τ_unif,σ ≡ α_σ,

ELF_σ = 1/(1 + α_σ²).   (3)

**7. Closed shells: the total-density α**

Let n↑ = n↓ = n/2, with the same spatial orbitals for both spins. Then τ_σ = τ/2. For the Weizsäcker term,

τ_W,σ = ħ²|∇n/2|²/(8m n/2) = τ_W/2,

because the numerator falls by a factor of 4 and the denominator by 2. For the reference,

(6π²)^(2/3)(n/2)^(5/3) = 2^(2/3) 2^(−5/3) (3π²)^(2/3) n^(5/3) = ½(3π²)^(2/3) n^(5/3),

so τ_unif,σ = τ_unif/2. The three factors of one half cancel, α_σ = α, and

ELF = 1/(1 + α²).   (4)

Since α ≥ 0, the relation can be inverted, α = √(1/ELF − 1). At a given point the two functions therefore carry the same information. They differ in sensitivity:

dELF/dα = −2α/(1 + α²)².

This vanishes at α = 0, where small changes of α leave ELF almost unchanged.

Three values fix the scale. One real orbital has α = 0 and ELF = 1. The uniform gas has α = 1 and ELF = ½. For α → ∞, ELF → 0. The converse statements need care: ELF = ½ says that the pair curvature equals that of the gas at this density, not that the density is uniform.

The variable does not depend on the overall length scale. Replace ψ_i(r) by λ^(3/2)ψ_i(λr). At corresponding points, τ grows by λ³·λ² = λ⁵. The Weizsäcker term grows by (λ⁴)²/λ³ = λ⁵, and n^(5/3) also by λ⁵. Contracting all orbitals together thus leaves α and ELF unchanged.

**8. Worked example: the nitrogen molecule**

Take N₂ with a chosen bond length of 1.10 Å, treated by restricted Hartree-Fock in the cc-pVTZ basis. The coordinate z runs along the axis from the bond midpoint, so one nucleus is at z = 0.55 Å.

At the midpoint, symmetry makes ∇n = 0, hence τ_W = 0 up to rounding. The other ingredients are τ = 1.818×10¹³ J/m³ and τ_unif = 4.883×10¹³ J/m³. Therefore

α = 1.818/4.883 = 0.372,

ELF = 1/(1 + 0.372²) = 0.878.

The source of this τ can be identified. On the axis a σ orbital has no perpendicular gradient, and a π orbital vanishes along the whole axis, so it has no axial gradient. The perpendicular part of τ, 1.770×10¹³ J/m³, is therefore due to π orbitals. The axial part, 0.047×10¹³ J/m³, is due to σ orbitals. The π orbitals add no density at the midpoint, yet through their gradients they supply 97% of the Pauli term there.

Moving outward past the nucleus, ELF falls to a minimum at z = 0.79 Å, about 0.24 Å from the nucleus, between core and valence regions. There

τ − τ_W = (3.820 − 1.114)×10¹⁴ = 2.706×10¹⁴ J/m³,

α = 2.706/1.045 = 2.59, ELF = 0.130.

Equation (1) permits a large value where orbitals with different relative gradients overlap. Core and valence orbitals are plausible partners here, but the calculation did not resolve the sum into orbital pairs, so this attribution remains a conjecture.

Farther out, ELF has a maximum at z = 1.23 Å, in the lone-pair region. The numbers are

τ − τ_W = (4.728 − 3.862)×10¹² = 0.866×10¹² J/m³,

α = 0.866/5.235 = 0.165, ELF = 0.973.

The tail point z = 2.00 Å shows why the reference matters. There τ − τ_W = 5.16×10⁹ J/m³ is only 4.3% of τ, compared with 18% at the lone-pair maximum. By that measure the tail is closer to the one-orbital limit. But τ_unif has dropped to 1.284×10¹⁰ J/m³, about 11% of τ, whereas at the maximum it exceeded τ. Hence α = 5.16/12.84 = 0.402 and ELF = 0.861, lower than at the maximum. ELF measures the Pauli term against a gas of the local density, not against the local τ.

At the same tail point, using τ_L in place of τ would give α = −12.7 in this basis; the value depends on second derivatives in the tail and lies between −11.9 and −13.4 in larger basis sets. Its square would then put ELF near zero, a consequence of the wrong kinetic energy density and not of the electron pairing.

The numerical check also obtains ELF at these four points from orbital products at small separations, without using a kinetic energy. The resulting ratios C_σ/C_gas agree with α to within a relative difference of 10⁻⁴, which tests (4) against the definition.

The digits quoted above belong to the cc-pVTZ basis and are not converged. In aug-cc-pVQZ the four values of α become about 0.38, 2.56, 0.15 and 0.39, and ELF changes by at most 0.006. The minimum stays at z = 0.79 Å, and the lone-pair maximum moves from 1.23 to 1.26 Å.

**9. Open shells**

For unequal spin densities, (3) still gives one ELF for each spin, but the total-density α is a different quantity. Write g_σ = ∇n_σ. Because τ = τ↑ + τ↓, the total Pauli term exceeds the sum of the spin terms by

τ_W,↑ + τ_W,↓ − τ_W = (ħ²/8m)[|g↑|²/n↑ + |g↓|²/n↓ − |g↑ + g↓|²/n].

Over the common denominator n n↑n↓, the coefficient of |g↑|² is n↓n − n↑n↓ = n↓², and similarly for |g↓|². The cross term is −2n↑n↓ g↑·g↓. The excess is thus

(ħ²/8m) |n↓g↑ − n↑g↓|²/(n n↑n↓) ≥ 0.

It vanishes where both spin densities have the same relative gradient. One can use the spin-polarised reference τ_unif,↑ + τ_unif,↓ in α, but this does not remove the excess from the numerator.

The lithium atom, in unrestricted Hartree-Fock with the cc-pVTZ basis, gives an example at 1.20 Å from the nucleus. The minority spin has one real orbital, so its ELF is 1. The majority spin has α↑ = 0.418 and ELF↑ = 0.851. The total density with the spin-polarised reference gives α = 0.836 and 1/(1 + α²) = 0.589, which is neither spin's ELF. The third digit depends on the basis: cc-pVQZ gives α↑ = 0.415 and α = 0.830, with the same ratio of 2.00.

The factor of about two can be traced by assuming the same 1s orbital a for both spins and a 2s orbital b, both real. Let A = a∇b − b∇a. The majority spin contains the pair (a,b) once, so its Pauli term is (ħ²/2m)|A|²/n↑. In the total density b pairs with a twice, which gives (ħ²/2m)2|A|²/n. The ratio of numerators is 2n↑/n. The spin polarisation (n↑ − n↓)/n = 0.966 gives n↑/n = 0.983, hence a ratio of 1.97. The slightly larger reference lowers this to 1.96. The computed ratio is 0.836/0.418 = 2.00; the remaining difference of about 2% comes from the assumption of a common 1s orbital.

**10. What the identification covers**

For Hartree-Fock orbitals, P is the pair probability of the Hartree-Fock determinant. For Kohn-Sham orbitals, it belongs to the noninteracting Kohn-Sham determinant, which is constructed to have the density of the interacting system when the exact functional is used; an approximate functional in general gives an approximate density. In either case it differs in general from the pair probability of the correlated wave function. ELF in the form (4) is a statement about orbitals, and it inherits their approximations.

Computed results

```
N2, RHF/cc-pVTZ; z measured from bond midpoint
bond length = 1.10 angstrom
[midpoint] z = 0.000 angstrom
  n = 4.8569e+30 m^-3
  tau = 1.8176e+13 J/m^3
  tau_W = 9.8307e-15 J/m^3
  tau - tau_W = 1.8176e+13 J/m^3
  tau_unif = 4.8828e+13 J/m^3
  alpha = 0.3722, ELF = 0.8783
  ELF from pair probability = 0.8783
[shell min] z = 0.786 angstrom
  n = 7.6664e+30 m^-3
  tau = 3.8201e+14 J/m^3
  tau_W = 1.1136e+14 J/m^3
  tau - tau_W = 2.7065e+14 J/m^3
  tau_unif = 1.0448e+14 J/m^3
  alpha = 2.5904, ELF = 0.1297
  ELF from pair probability = 0.1297
[lone pair] z = 1.230 angstrom
  n = 1.2721e+30 m^-3
  tau = 4.7276e+12 J/m^3
  tau_W = 3.8619e+12 J/m^3
  tau - tau_W = 8.6566e+11 J/m^3
  tau_unif = 5.2352e+12 J/m^3
  alpha = 0.1654, ELF = 0.9734
  ELF from pair probability = 0.9734
[tail] z = 2.000 angstrom
  n = 3.4531e+28 m^-3
  tau = 1.1968e+11 J/m^3
  tau_W = 1.1452e+11 J/m^3
  tau - tau_W = 5.1574e+09 J/m^3
  tau_unif = 1.2836e+10 J/m^3
  alpha = 0.4018, ELF = 0.8610
  ELF from pair probability = 0.8610
midpoint tau, axial part = 4.7420e+11 J/m^3
midpoint tau, perpendicular part = 1.7702e+13 J/m^3
smallest alpha at 3000 random points = 1.692e-01
tail alpha with Laplacian-form tau = -12.7057
complex determinant: largest current share
  of tau_s - tau_W,s = 0.1737
plane-wave gas, 72274 electrons:
  alpha = 0.99999, ELF = 0.50001
Li, UHF/cc-pVTZ, r = 1.20 angstrom
  spin polarisation = 0.9656
  majority: alpha = 0.4183, ELF = 0.8511
  minority: ELF = 1.0000
  total density: alpha = 0.8361, 1/(1+alpha^2) = 0.5886
```
